# Conductivity and density-of-states masses of electrons in silicon

## The problem

The conduction band of unstrained silicon has six equivalent minima, called valleys, two on each of the cubic axes $x$, $y$ and $z$ of $k$-space. Close to its minimum each valley has the mass $m_l=0.916\,m_0$ along its own axis and the mass $m_t=0.19\,m_0$ in the two directions perpendicular to it, where $m_0$ is the free-electron mass.

(a) Which single mass $m_c$ gives the correct conductivity when it is put into $\sigma=ne^2\tau/m_c$? Here $n$ is the total electron density and $\tau$ the relaxation time.

(b) Which single mass $m_d$ gives one isotropic band the same density of states as all six valleys together?

(c) Find the effective density of states $N_c$ at 300 K, and the mobility for a relaxation time chosen as 0.2 ps. Decide first which mass belongs in which formula.

Assume that the valleys are parabolic, equal in energy and equally filled, and that $\tau$ is one constant, the same in all valleys and for all directions of motion.

## Hints

**Hint 1.** Take a field along $x$. For how many of the six valleys is $x$ the long axis of the ellipsoid, and for how many is it a transverse direction?

**Hint 2.** The valleys carry current side by side, so their currents add. Is the current of a valley proportional to its mass or to its inverse mass?

**Hint 3.** For the density of states the direction of motion plays no part. Count the states in $k$-space with energy below $E$. You need the volume of an ellipsoid.

**Hint 4.** In an isotropic band the number of states below $E$ grows as $m^{3/2}$. Six times as many states therefore do not mean six times the mass.

## Full solution

### The band and the response of one valley

Measure $\mathbf k$ and the energy $E$ from the minimum of a valley. Then

$$E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right),\qquad v_i=\frac{1}{\hbar}\frac{\partial E}{\partial k_i}=\frac{\hbar k_i}{m_i}.$$

One of the three masses is $m_l$ and the other two are $m_t$. For a valley on the $x$ axis, $m_x=m_l$ and $m_y=m_z=m_t$.

An electric field $\mathbf F$ exerts the force $-e\mathbf F$ on an electron, so $\dot{\mathbf k}=-e\mathbf F/\hbar$. Let $f(E)$ be the equilibrium occupation and $\delta f$ its change in the field. In the steady state, the drift through $k$-space is balanced by relaxation:

$$0=-\dot{\mathbf k}\cdot\nabla_k f-\frac{\delta f}{\tau}.$$

To first order in the field, the equilibrium $f$ may stand in the first term. Since $\nabla_k f=f'(E)\,\hbar\mathbf v$,

$$\delta f=\frac{e\tau}{\hbar}\,\mathbf F\cdot\nabla_k f=e\tau f'(E)\,\mathbf F\cdot\mathbf v .$$

The current density of the valley is the charge $-e$ times the velocity, summed over the changed occupation. The sum over states is $2\int d^3k/(2\pi)^3$ per volume, the 2 being for spin. The equilibrium part gives no current, because $f$ is even in $\mathbf k$ and $\mathbf v$ is odd. With $j_i=\sum_j\sigma_{ij}F_j$ this gives

$$\sigma_{ij}=e^2\tau\;2\!\int\!\frac{d^3k}{(2\pi)^3}\,v_iv_j\,\bigl(-f'(E)\bigr).$$

The two minus signs, one from the charge in the force and one from the charge in the current, have cancelled, and the remaining sign makes $-f'$ positive.

Now use $f'(E)\,v_j=\hbar^{-1}\,\partial f/\partial k_j$ and integrate by parts. The boundary term vanishes because $f$ falls to zero far from the minimum:

$$\sigma_{ij}=-\frac{e^2\tau}{\hbar}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,v_i\frac{\partial f}{\partial k_j}
=\frac{e^2\tau}{\hbar}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,f\,\frac{\partial v_i}{\partial k_j}.$$

From $v_i=\hbar k_i/m_i$ follows $\partial v_i/\partial k_j=\hbar\,\delta_{ij}/m_i$, which is a constant. What remains under the integral is $f$ alone, and $2\int d^3k\,f/(2\pi)^3$ is the density $n_v$ of electrons in the valley. Hence

$$\sigma_{ij}=\frac{n_ve^2\tau}{m_i}\,\delta_{ij}.$$

The inverse mass enters: a light direction gives a large current. The form of $f$ was not used, so the result holds for dilute and for dense electrons.

### (a) The conductivity mass

Equal filling means $n_v=n/6$. For a field along $x$, the two valleys on the $x$ axis respond with $m_l$, and the four valleys on the $y$ and $z$ axes respond with $m_t$:

$$\sigma_{xx}=\frac{n}{6}\,e^2\tau\left(\frac{2}{m_l}+\frac{4}{m_t}\right)=ne^2\tau\;\frac13\left(\frac{1}{m_l}+\frac{2}{m_t}\right).$$

Comparison with $\sigma=ne^2\tau/m_c$ gives

$$\frac{1}{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_c=\frac{3}{1/m_l+2/m_t}.$$

The same count holds for $y$ and for $z$, and the off-diagonal elements are zero. The total conductivity tensor is therefore a number times the unit matrix, and $m_c$ applies to every field direction, although each single valley is strongly anisotropic.

In units of $m_0$ the numbers are

$$\frac1{0.916}=1.0917,\qquad \frac2{0.19}=10.5263,\qquad m_c=\frac{3}{11.6180}=0.2582 .$$

Rounded, $m_c=0.26\,m_0$. The second digit is not firm: since $m_t$ is stated to only two digits, values from $0.185$ to $0.195$ give $m_c$ between $0.252\,m_0$ and $0.264\,m_0$.

The transverse term supplies $10.53/11.62$, or about 91 %, of the sum. The conductivity mass thus lies much nearer to the light mass than to the heavy one. Even for $m_l\to\infty$ it would rise no further than $3m_t/2=0.285\,m_0$, because four of the six valleys respond with $m_t$ to a field along any cubic axis.

Averaging the masses themselves would give $(m_l+2m_t)/3=0.432\,m_0$. This is not the answer to the question, since it is the currents that add, and they are proportional to $1/m$.

### (b) The density-of-states mass

In one valley, the surface of energy $E$ is an ellipsoid. Setting two components of $\mathbf k$ to zero in the band formula gives its semi-axes, $a_i=\sqrt{2m_iE}/\hbar$. Its volume is

$$\frac{4\pi}{3}a_xa_ya_z=\frac{4\pi}{3}\,\frac{(2E)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}.$$

The number of states per $k$-space volume and per crystal volume is $2/(2\pi)^3=1/(4\pi^3)$, spin included. Multiplying and taking six valleys gives the number of states per volume below $E$:

$$N(E)=6\,\frac{(2E)^{3/2}(m_lm_t^2)^{1/2}}{3\pi^2\hbar^3}.$$

One isotropic band of mass $m_d$, also with two spin states, has

$$N_{\rm iso}(E)=\frac{(2m_dE)^{3/2}}{3\pi^2\hbar^3}.$$

Both grow as $E^{3/2}$, so they can be made equal at every energy, and their derivatives, the densities of states, are then equal too. The condition is

$$m_d^{3/2}=6\,(m_lm_t^2)^{1/2}.$$

Raising both sides to the power $2/3$ gives

$$m_d=6^{2/3}\,(m_lm_t^2)^{1/3}.$$

In units of $m_0$,

$$m_lm_t^2=0.916\times0.19^2=0.033068,\qquad (m_lm_t^2)^{1/3}=0.3210,$$

$$m_d=3.3019\times0.3210=1.06 .$$

So $m_d=1.06\,m_0$ for the masses as given. Because $m_t$ is stated to only two digits, this result is uncertain by about $0.02\,m_0$. The value $0.321\,m_0$ is the density-of-states mass of one valley. When a density-of-states mass is quoted, it must be said whether the number of valleys is included in it. A formula that already contains a separate factor 6 for the valleys needs $0.321\,m_0$; a formula without that factor needs $1.06\,m_0$. Multiplying the one-valley mass by 6 would give $1.93\,m_0$ and would overcount the states, since the factor 6 belongs to $m_d^{3/2}$.

The result can be confirmed without the ellipsoid formula. Counting the points of a fine cubic lattice in $k$-space that lie inside the six ellipsoids, and converting the count to a mass with $N_{\rm iso}$, gives $1.0601\,m_0$, against $1.0598\,m_0$ from the formula. A finite lattice reproduces a volume only approximately, and here the difference, taken before rounding and relative to the formula's mass, is about 0.02 %.

### Why the two masses differ

Suppose first that the valleys were spherical, $m_l=m_t=m$. Then $m_c=m$, whereas $m_d=6^{2/3}m$. The number of valleys enters the density of states but drops out of the conductivity mass, because $\sigma$ is already written with the total density $n$.

Anisotropy adds a second difference. The conductivity contains the harmonic mean of the three masses of a valley, and the state count contains their geometric mean. For silicon these are $0.258\,m_0$ and $0.321\,m_0$. Together, the two effects give $m_d/m_c=4.1$. Neither number describes how an electron in one valley responds in every direction; each is the parameter that makes an isotropic formula give the right value of one quantity.

### (c) Effective density of states and mobility

The effective density of states is a matter of counting, so it takes $m_d$. Differentiating $N_{\rm iso}$ gives

$$g(E)=\frac{dN_{\rm iso}}{dE}=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}\sqrt E .$$

When the chemical potential $\mu$, measured from the band minimum, lies many $k_BT$ below it, the occupation is $e^{(\mu-E)/k_BT}$. The density is then $n=N_c\,e^{\mu/k_BT}$ with

$$N_c=\int_0^\infty g(E)\,e^{-E/k_BT}\,dE=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}\,\frac{\sqrt\pi}{2}(k_BT)^{3/2}=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

The integral used is $\int_0^\infty\sqrt E\,e^{-E/k_BT}dE=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$. With $m_d=1.06\,m_0$ and $T=300$ K,

$$N_c=2.7\times10^{19}\ \mathrm{cm^{-3}} .$$

This is the value for parabolic valleys with the masses as given. The rounding of $m_t$ alone allows $2.67$ to $2.81\times10^{19}\ \mathrm{cm^{-3}}$, and the departure of the real band from the parabolic form raises it further, as discussed below.

If $m_c$ were inserted instead, the result would be $3.3\times10^{18}\ \mathrm{cm^{-3}}$, too small by a factor $(m_d/m_c)^{3/2}\approx8.3$.

The mobility, written $\mu_e$ to keep it apart from the chemical potential, is defined by $\sigma=ne\mu_e$. It describes the response to a field and takes $m_c$:

$$\mu_e=\frac{\sigma}{ne}=\frac{e\tau}{m_c}.$$

For $\tau=0.2$ ps this is about $1.4\times10^3\ \mathrm{cm^2/(V\,s)}$. The relaxation time was chosen, not calculated, so this number shows how $m_c$ is used and is not a prediction of the mobility of silicon.

### Where the result stops

Both masses rest on the parabolic form of the valleys. At energies where the band departs from it, the semi-axes no longer grow as $\sqrt E$ and $\partial v_i/\partial k_j$ is no longer constant, so both masses come to depend on the filling and the temperature. In silicon this already matters at 300 K. Replace $E$ on the left of the band formula by $E(1+\alpha E)$ with the commonly used $\alpha\approx0.5\ \mathrm{eV^{-1}}$. For dilute electrons and constant $\tau$, to first order in $\alpha k_BT$, $N_c$ then grows by the factor $1+\tfrac{15}{4}\alpha k_BT\approx1.05$, to about $2.9\times10^{19}\ \mathrm{cm^{-3}}$, and $m_c$ by the factor $1+5\alpha k_BT\approx1.065$, to about $0.275\,m_0$. The size of these shifts depends on the band model, but they exceed the last digit of the parabolic values.

The conductivity mass also needs a relaxation time without direction. If motion along the valley axis relaxes with $\tau_l$ and motion across it with $\tau_t$, the drift velocity in each direction carries its own time, and the sum over valleys becomes

$$\sigma=\frac{ne^2}{3}\left(\frac{\tau_l}{m_l}+\frac{2\tau_t}{m_t}\right).$$

This can still be written as $ne^2\tau_{\rm eff}/m_c$ with the $m_c$ found above, but when $\tau_l$ and $\tau_t$ differ, $\tau_{\rm eff}$ depends on the masses as well as on the two times. Scattering and mass are then no longer separated. The density-of-states mass is not affected, since no scattering enters the count.

## Variation 1: a relaxation time that depends on energy

*Let $\tau$ be a function of $E$, the same function in every valley. Does $m_c$ change?*

Now $\tau(E)$ stays under the integral for $\sigma_{ii}$. Substitute $k_i=\sqrt{m_i}\,q_i$. The energy becomes $E=\hbar^2q^2/2$, which is spherical in $\mathbf q$, and the velocity becomes $v_i=\hbar q_i/\sqrt{m_i}$. On a sphere the average of $q_i^2$ is $q^2/3$, so the average of $v_i^2$ at fixed energy is

$$\frac{\hbar^2q^2}{3m_i}=\frac{2E}{3m_i}.$$

The density of states of one valley has the form $g_v=C\sqrt E$. Therefore

$$\sigma_{ii}=e^2\int_0^\infty C\sqrt E\;\tau\,\frac{2E}{3m_i}(-f')\,dE=\frac{e^2}{m_i}\,\frac{2C}{3}\int_0^\infty\tau E^{3/2}(-f')\,dE .$$

The density of the valley, integrated by parts, is

$$n_v=\int_0^\infty C\sqrt E\,f\,dE=\frac{2C}{3}\int_0^\infty E^{3/2}(-f')\,dE .$$

Dividing the two removes $C$:

$$\sigma_{ii}=\frac{n_ve^2\langle\tau\rangle}{m_i},\qquad \langle\tau\rangle=\frac{\int_0^\infty\tau E^{3/2}(-f')\,dE}{\int_0^\infty E^{3/2}(-f')\,dE}.$$

In equally filled valleys $\langle\tau\rangle$ is the same for all six, and the sum over valleys runs as before. The answer is no: $m_c$ is unchanged, and $\tau$ is replaced by $\langle\tau\rangle$. A direct integration over $k$-space with a $\tau$ that falls with energy again gives $0.2582\,m_0$, as the numerical output shows.

## Variation 2: one pair of valleys is lowered

*Let the two valleys on the $z$ axis lie $2k_BT$ below the other four, as can happen under strain, with unchanged masses and constant $\tau$. The chemical potential lies $1k_BT$ above the minima of the upper valleys. Find the conductivity masses along $x$ and $z$.*

The response of a single valley is as before, but the fillings differ. If $w_x$, $w_y$ and $w_z$ are the shares of the electrons in the three pairs, then

$$\frac1{m_{xx}}=\frac{w_x}{m_l}+\frac{w_y+w_z}{m_t},\qquad \frac1{m_{zz}}=\frac{w_z}{m_l}+\frac{w_x+w_y}{m_t}.$$

Each share is proportional to $\int_0^\infty\sqrt E\,f\,dE$, with $E$ measured from the minimum of that pair. The chemical potential lies $3k_BT$ above the lower minima and $1k_BT$ above the upper ones. Numerical integration gives $w_z=0.5875$, which leaves $w_x=w_y=0.206$. In units of $1/m_0$, with $1/m_t=5.263$,

$$\frac1{m_{xx}}=0.206\times1.092+0.794\times5.263=4.40,$$

$$\frac1{m_{zz}}=0.5875\times1.092+0.4125\times5.263=2.81 .$$

Hence $m_{xx}=0.23\,m_0$ and $m_{zz}=0.36\,m_0$, one below and one above the unstrained value of $0.26\,m_0$. These numbers belong to the parabolic model. At 300 K the stated conditions mean a splitting of 52 meV and a density of about $7\times10^{19}\ \mathrm{cm^{-3}}$, and with the nonparabolicity $\alpha\approx0.5\ \mathrm{eV^{-1}}$ the two masses rise by about 10 %, to about $0.25\,m_0$ and $0.39\,m_0$. More electrons now sit in valleys whose heavy axis is $z$, so they move more easily in the $xy$ plane and less easily along $z$. With equal shares of $1/3$ both formulas return to $m_c$. With all electrons in the lower pair they give $m_t$ in the plane and $m_l$ along $z$.

A single density-of-states mass no longer exists either. Measured from the lower minima, two valleys contribute states in proportion to $E^{3/2}$, and above the splitting $\Delta$ the other four add a part proportional to $(E-\Delta)^{3/2}$. No single power $E^{3/2}$ can match this sum at all energies.

## Numbers as computed

```
longitudinal mass m_l: 0.916 m0
transverse mass m_t: 0.190 m0
1/m_l: 1.0917 1/m0
2/m_t: 10.5263 1/m0
1/m_l + 2/m_t: 11.6180 1/m0
conductivity mass m_c: 0.2582 m0
m_c rounded: 0.26 m0
m_c from Boltzmann k-grid: 0.2582 m0
m_c from k-grid, tau falling with energy: 0.2582 m0
mistaken mean of masses (m_l+2m_t)/3: 0.4320 m0
m_l*m_t^2: 0.033068 m0^3
one-valley density-of-states mass: 0.3210 m0
factor 6^(2/3): 3.3019 (no unit)
six-valley density-of-states mass m_d: 1.0598 m0
m_d rounded: 1.06 m0
k-points counted in six ellipsoids: 1616352 (no unit)
m_d from counting k-points: 1.0601 m0
mistaken 6 * one-valley mass: 1.9258 m0
ratio m_d/m_c: 4.104 (no unit)
temperature: 300 K
effective density of states N_c: 2.738e+19 cm^-3
N_c from k-grid: 2.738e+19 cm^-3
N_c if m_c is used by mistake: 3.293e+18 cm^-3
true N_c / mistaken N_c: 8.32 (no unit)
chosen relaxation time: 0.2 ps
mobility from m_c: 1362 cm^2/(V s)
chemical potential above upper valleys: 1.0 kB*T
lowering of z valley pair: 2.0 kB*T
share of electrons in z pair: 0.5875 (no unit)
split valleys, conductivity mass along x: 0.2271 m0
split valleys, conductivity mass along z: 0.3555 m0
```
